# Diagonal facets in the Wulff shape of a square crystal: a program that tests the result

```python
"""
Result under test: in the Wulff shape of a two-dimensional square crystal,
diagonal facets appear only when gamma_d < sqrt(2)*gamma_a. If axial and
diagonal edges are the only ones allowed, the condition is also sufficient.

gamma_a, gamma_d : edge energy per length, axial (10) and diagonal (11)
Wulff shape      : all points x with n.x <= gamma(n) for each allowed normal n
ratio            : gamma_d / gamma_a
r                : leg of a cut corner divided by the side of the uncut square
d_mu             : chemical potential of an adsorbate, from its reference
The shape is built by clipping a polygon with half-planes, and separately by
minimizing the edge energy of a truncated square at fixed area.
"""
import numpy as np
from scipy import constants
from scipy.optimize import bisect, minimize_scalar

ROOT2 = np.sqrt(2.0)


def family(h, k):
    """Unit normals equivalent to (h, k) under the symmetry of the square."""
    images = {(s * p, t * q) for p, q in ((h, k), (k, h))
              for s in (1, -1) for t in (1, -1)}
    return [np.array(v) / np.hypot(*v) for v in sorted(images)]


def clip(polygon, normal, distance):
    """Keep the part of a convex polygon with normal.x <= distance."""
    kept = []
    for p, q in zip(polygon, polygon[1:] + polygon[:1]):
        fp, fq = normal @ p - distance, normal @ q - distance
        if fp <= 0:
            kept.append(p)
        if fp * fq < 0:
            kept.append(p + (q - p) * fp / (fp - fq))
    return kept


def wulff(energies):
    """Polygon from a dictionary {(h, k): edge energy}."""
    size = 5 * max(energies.values())
    polygon = [size * np.array(v, float)
               for v in ((1, 1), (-1, 1), (-1, -1), (1, -1))]
    for indices, energy in energies.items():
        for normal in family(*indices):
            polygon = clip(polygon, normal, energy)
    return polygon


def facet_length(polygon, indices, energy):
    """Length of one facet of the given family."""
    normal = family(*indices)[0]
    total = 0.0
    for p, q in zip(polygon, polygon[1:] + polygon[:1]):
        if max(abs(normal @ p - energy), abs(normal @ q - energy)) < 1e-12:
            total += np.linalg.norm(q - p)
    return total


def area(polygon):
    x, y = np.array(polygon).T
    return 0.5 * abs(np.sum(x * np.roll(y, -1) - y * np.roll(x, -1)))


def reduced_energy(r, gamma_a, gamma_d):
    """Edge energy / sqrt(area) of a unit square with corners cut by legs r."""
    points = [(1, r), (1, 1 - r), (1 - r, 1), (r, 1),
              (0, 1 - r), (0, r), (r, 0), (1 - r, 0)]
    energy = 0.0
    for p, q in zip(points, points[1:] + points[:1]):
        dx, dy = abs(q[0] - p[0]), abs(q[1] - p[1])
        energy += (gamma_d if min(dx, dy) > 0 else gamma_a) * np.hypot(dx, dy)
    return energy / np.sqrt(area(points))


def best_cut(gamma_a, gamma_d):
    return minimize_scalar(reduced_energy, bounds=(0, 0.5), method="bounded",
                           args=(gamma_a, gamma_d), options={"xatol": 1e-10})


# Facet lengths from clipping, and the best corner cut from minimization
print("gamma_a = 1: ratio, axial length, diagonal length, best cut r")
for ratio in (0.6, 0.8, 1.0, 1.2, 1.4, 1.43, 1.6):
    shape = wulff({(1, 0): 1.0, (1, 1): ratio})
    axial = facet_length(shape, (1, 0), 1.0)
    diagonal = facet_length(shape, (1, 1), ratio)
    if ratio <= 1 / ROOT2:
        expected = (0.0, 2 * ratio)
    elif ratio < ROOT2:
        expected = (2 * (ROOT2 * ratio - 1), 2 * (ROOT2 - ratio))
    else:
        expected = (2.0, 0.0)
    assert np.allclose((axial, diagonal), expected, atol=1e-9)
    cut = best_cut(1.0, ratio).x
    # a minimum is located only to about the square root of rounding error
    assert abs(cut - np.clip(1 - ratio / ROOT2, 0, 0.5)) < 1e-5
    step = 1e-6
    slope = (reduced_energy(step, 1.0, ratio)
             - reduced_energy(0.0, 1.0, ratio)) / step
    assert abs(slope - 4 * (ROOT2 * ratio - 2)) < 1e-4
    print(f"  {ratio:.2f}  {axial:.4f}  {diagonal:.4f}  {cut:.4f}")

# Necessity with further orientations of random energy
rng = np.random.default_rng(7)
present = absent_below = above = 0
for _ in range(400):
    ratio = rng.uniform(0.6, 1.9)
    g21, g31 = rng.uniform(0.8, 1.8, 2)
    shape = wulff({(1, 0): 1.0, (1, 1): ratio, (2, 1): g21, (3, 1): g31})
    has_facet = facet_length(shape, (1, 1), ratio) > 1e-9
    assert not (has_facet and ratio >= ROOT2)
    present += has_facet
    absent_below += (not has_facet) and ratio < ROOT2
    above += ratio >= ROOT2
assert min(present, absent_below, above) > 0
print("Random trials with (21) and (31) edges also allowed: 400")
print(f"  ratio below sqrt(2), diagonal facet present: {present}")
print(f"  ratio below sqrt(2), diagonal facet absent:  {absent_below}")
print(f"  ratio at or above sqrt(2), all absent:       {above}")

# One explicit case in which the condition holds but the facet is cut away
without = facet_length(wulff({(1, 0): 1.0, (1, 1): 1.3}), (1, 1), 1.3)
with_21 = facet_length(wulff({(1, 0): 1.0, (1, 1): 1.3, (2, 1): 1.2}),
                       (1, 1), 1.3)
assert without > 0.1 and with_21 < 1e-9
print("gamma_a = 1, gamma_d = 1.3, gamma_21 = 1.2:")
print(f"  3*gamma_d/sqrt(10) = {3 * 1.3 / np.sqrt(10):.4f}")
print(f"  diagonal length without (21) edges: {without:.4f}")
print(f"  diagonal length with (21) edges:    {with_21:.4f}")

# Worked example: an adsorbate lowers the energy of the diagonal edge
hartree_ev = constants.value("Hartree energy in eV")
gamma_a, gamma_d_clean = 0.010, 0.016
spacing, adsorption = 8.0, -0.060
crystal_area = 1.0e6


def gamma_diagonal(d_mu):
    return min(gamma_d_clean, gamma_d_clean + (adsorption - d_mu) / spacing)


def diagonal_length(d_mu):
    g = gamma_diagonal(d_mu)
    return facet_length(wulff({(1, 0): gamma_a, (1, 1): g}), (1, 1), g)


threshold = bisect(lambda m: diagonal_length(m) - 1e-10, adsorption, -0.030)
formula = adsorption + spacing * (gamma_d_clean - ROOT2 * gamma_a)
assert abs(threshold - formula) < 1e-8

print("Worked example, model parameters:")
print(f"  gamma_a = {gamma_a:.5f} hartree/bohr")
print(f"  clean gamma_d = {gamma_d_clean:.5f} hartree/bohr")
print(f"  sqrt(2)*gamma_a = {ROOT2 * gamma_a:.5f} hartree/bohr")
print(f"  clean ratio = {gamma_d_clean / gamma_a:.4f}")
print(f"  adsorbate spacing = {spacing:.1f} bohr")
print(f"  adsorption energy = {adsorption:.4f} hartree")
print(f"  crystal area = {crystal_area:.3e} bohr^2")
print(f"  threshold d_mu = {threshold:.5f} hartree"
      f" = {threshold * hartree_ev:.3f} eV")

inside = -0.050
assert adsorption < inside < threshold and diagonal_length(inside) < 1e-9
assert gamma_diagonal(inside) < gamma_d_clean
print(f"At d_mu = {inside:.3f} hartree:")
print(f"  gamma_d = {gamma_diagonal(inside):.5f} hartree/bohr,"
      f" ratio = {gamma_diagonal(inside) / gamma_a:.4f}")
print(f"  diagonal length at unit scale = {diagonal_length(inside):.5f}")

working = -0.030
gamma_d = gamma_diagonal(working)
shape = wulff({(1, 0): gamma_a, (1, 1): gamma_d})
unit_area = area(shape)
unit_axial = facet_length(shape, (1, 0), gamma_a)
unit_diagonal = facet_length(shape, (1, 1), gamma_d)
scale = np.sqrt(crystal_area / unit_area)
energy = 4 * scale * (gamma_a * unit_axial + gamma_d * unit_diagonal)
square_energy = 4 * gamma_a * np.sqrt(crystal_area)
area_formula = 4 * (2 * ROOT2 * gamma_a * gamma_d - gamma_a**2 - gamma_d**2)
assert np.isclose(unit_area, area_formula, rtol=1e-9)
assert np.isclose(energy, 2 * np.sqrt(crystal_area * area_formula), rtol=1e-9)
optimum = best_cut(gamma_a, gamma_d)
assert np.isclose(energy, optimum.fun * np.sqrt(crystal_area), rtol=1e-9)
assert energy < square_energy

print(f"At d_mu = {working:.3f} hartree:")
print(f"  gamma_d = {gamma_d:.5f} hartree/bohr,"
      f" ratio = {gamma_d / gamma_a:.4f}")
print(f"  A_W = {unit_area:.5e} (hartree/bohr)^2")
print(f"  scale factor = {scale:.1f} bohr^2/hartree")
print(f"  axial facet length = {scale * unit_axial:.1f} bohr")
print(f"  diagonal facet length = {scale * unit_diagonal:.1f} bohr")
print(f"  best cut r = {optimum.x:.4f}")
print(f"  octagon edge energy = {energy:.3f} hartree")
print(f"  square edge energy = {square_energy:.3f} hartree")
gain = square_energy - energy
print(f"  energy gain = {gain:.3f} hartree = {gain * hartree_ev:.1f} eV")
print(f"  relative gain = {100 * gain / square_energy:.2f} percent")
print("PASS")
```

Output:

```
gamma_a = 1: ratio, axial length, diagonal length, best cut r
  0.60  0.0000  1.2000  0.5000
  0.80  0.2627  1.2284  0.4343
  1.00  0.8284  0.8284  0.2929
  1.20  1.3941  0.4284  0.1515
  1.40  1.9598  0.0284  0.0101
  1.43  2.0000  0.0000  0.0000
  1.60  2.0000  0.0000  0.0000
Random trials with (21) and (31) edges also allowed: 400
  ratio below sqrt(2), diagonal facet present: 188
  ratio below sqrt(2), diagonal facet absent:  75
  ratio at or above sqrt(2), all absent:       137
gamma_a = 1, gamma_d = 1.3, gamma_21 = 1.2:
  3*gamma_d/sqrt(10) = 1.2333
  diagonal length without (21) edges: 0.2284
  diagonal length with (21) edges:    0.0000
Worked example, model parameters:
  gamma_a = 0.01000 hartree/bohr
  clean gamma_d = 0.01600 hartree/bohr
  sqrt(2)*gamma_a = 0.01414 hartree/bohr
  clean ratio = 1.6000
  adsorbate spacing = 8.0 bohr
  adsorption energy = -0.0600 hartree
  crystal area = 1.000e+06 bohr^2
  threshold d_mu = -0.04514 hartree = -1.228 eV
At d_mu = -0.050 hartree:
  gamma_d = 0.01475 hartree/bohr, ratio = 1.4750
  diagonal length at unit scale = 0.00000
At d_mu = -0.030 hartree:
  gamma_d = 0.01225 hartree/bohr, ratio = 1.2250
  A_W = 3.85679e-04 (hartree/bohr)^2
  scale factor = 50919.8 bohr^2/hartree
  axial facet length = 745.9 bohr
  diagonal facet length = 192.7 bohr
  best cut r = 0.1338
  octagon edge energy = 39.277 hartree
  square edge energy = 40.000 hartree
  energy gain = 0.723 hartree = 19.7 eV
  relative gain = 1.81 percent
PASS
```
